# Overlay from the order asymmetries of two biased gratings, part 2

Two gratings of equal pitch $P$, one above the other, reveal the lateral error between their layers, the overlay $OV$. The $x$ axis runs across the lines and $z$ points down. Light of vacuum wavelength $\lambda$ arrives from above at normal incidence, with its electric field parallel to the lines and time factor $e^{-i\omega t}$. The gratings are thin sheets in a medium of index $n$, the top at $z=0$ and the bottom at $z=h$. Their strengths (integrated permittivity contrasts, in length units) are real and even in $x$. The top sheet is displaced by $s$ along $+x$.

Here $k_0=2\pi/\lambda$, $G=2\pi/P$, and order $m$ has vertical wavenumber $k_{zm}=\sqrt{n^2k_0^2-m^2G^2}$. The bottom strength has Fourier coefficients $b_j$; the first coefficients are $T$ (top) and $B=b_1$. Order $m$ has reflected amplitude $U_m$ and efficiency $\eta_m=(k_{zm}/k_{z0})|U_m|^2$. The asymmetry $A(s)=\eta_{+1}-\eta_{-1}$ obeys

$$A(-s)=-A(s). \tag{2}$$

$$A(s)=Ks+K_3s^3+\dots \tag{3}$$

For weak sheets (the two-wave model),

$$U_{\pm1}=\frac{ik_0^2}{2k_{z1}}\left[T e^{\mp iGs}+B e^{i\delta}\right],\qquad \delta=(k_{z0}+k_{z1})h. \tag{5}$$

$$\eta_{\pm1}=\frac{k_0^4}{4k_{z0}k_{z1}}\left[T^2+B^2+2TB\cos(\delta\pm Gs)\right]. \tag{6}$$

$$K=-\frac{Gk_0^4TB}{k_{z0}k_{z1}}\sin\delta. \tag{8}$$

Multiple-scattering values also include repeated scattering between the sheets and orders.

Two pads with shifts $OV+d$ and $OV-d$, where $d>0$ is the known bias, give asymmetries $A_+$ and $A_-$. For a linear response,

$$\boxed{OV=d\,\frac{A_++A_-}{A_+-A_-}} \tag{9}$$

Below, $X$ denotes the right side of (9), the linear estimate, even when the response is not linear.

The example has $\lambda=600$ nm, $P=700$ nm, $n=1.5$, $h=500$ nm, $d=20$ nm and true $OV=5$ nm. The line strengths are 20 nm (top) and 40 nm (bottom), with fill fractions 0.5 and 0.4, so $T=6.366$ nm and $B=12.109$ nm. In (e), the two-wave slope was $K=-4.06\times10^{-5}$ nm$^{-1}$, 2.5% larger in magnitude than the multiple-scattering slope, $-3.956\times10^{-5}$ nm$^{-1}$. The multiple-scattering efficiencies gave $X=4.947$ nm, an error of $-0.053$ nm.

### (f) How does a curved response change the estimate?

Find the leading error of $X$ caused by $K_3$. Then find an estimate that has no curvature error when the response is a pure sine.

**Solution.** Let $c=K_3/K$. The cubes of the two shifts obey

$$(OV+d)^3+(OV-d)^3=2OV^3+6OV\,d^2,$$

$$(OV+d)^3-(OV-d)^3=6OV^2d+2d^3.$$

Keeping the response to third order,

$$A_++A_-=2K\,OV\left[1+c(OV^2+3d^2)\right],$$

$$A_+-A_-=2Kd\left[1+c(3OV^2+d^2)\right].$$

When the corrections are small, $1/(1+u)\simeq1-u$, so the second bracket is subtracted from the first:

$$X\simeq OV\left[1+2c(d^2-OV^2)\right]. \tag{10}$$

The calculated response has $c=-1.415\times10^{-5}$ nm$^{-2}$, so the predicted error is

$$2\times(-1.415\times10^{-5})\times5\times(20^2-5^2)\ \mathrm{nm}=-0.053\ \mathrm{nm},$$

which agrees with the error found in (e).

The error in (10) vanishes at $OV=\pm d$, and for an odd response this does not depend on the cubic approximation. At $OV=d$, $A_-=A(0)=0$, so $X=dA_+/A_+=d$, provided $A(2d)\neq0$. At $OV=-d$, $A_+=0$ and $X=-d$ under the same condition.

Now let $A(s)=a_1\sin(Gs)$. The sum and difference formulas for sines give

$$A_++A_-=2a_1\sin(G\,OV)\cos(Gd),$$

$$A_+-A_-=2a_1\cos(G\,OV)\sin(Gd).$$

Their ratio is $\tan(G\,OV)/\tan(Gd)$. Hence

$$OV=\frac1G\arctan\!\left[\tan(Gd)\frac{A_++A_-}{A_+-A_-}\right]. \tag{11}$$

For a pure sine, the principal value of the arctangent is the right one when $|OV|<P/4$ and $0<d<P/4$. Higher harmonics can shift the end of this range slightly. Outside this range the overlay must first be located by other means. For $G|OV|\ll1$ and $Gd\ll1$, the tangents reduce to their arguments and (11) becomes the linear formula.

The multiple-scattering response gives:

| True $OV$ (nm) | Linear (nm) | Sine-corrected (nm) |
|---:|---:|---:|
| 1 | 0.989 | 0.999 |
| 5 | 4.947 | 4.997 |
| 10 | 9.915 | 9.996 |
| 20 | 20.000 | 20.000 |
| 40 | 41.436 | 40.065 |

The linear error changes sign beyond $OV=d$, as (10) predicts for negative $c$. At 40 nm, (10) gives an error of $+1.36$ nm, while the calculated error is $+1.44$ nm. Terms beyond the leading correction are visible there.

The sine correction leaves a small error because the response also contains higher harmonics. For $A=a_1\sin(Gs)+a_2\sin(2Gs)$, expansion of both sines gives

$$K=G(a_1+2a_2),\qquad K_3=-\frac{G^3}{6}(a_1+8a_2).$$

With $r=a_2/a_1$,

$$c=-\frac{G^2}{6}\,\frac{1+8r}{1+2r}.$$

The calculated $r=0.00885$ makes $|c|$ about 5% larger than its pure-sine value $G^2/6$. At an overlay of 5 nm, about 5% of the linear error therefore survives the sine correction.

### (g) What happens if alignment does not give zero asymmetry?

Let the response be $A(s)=C+Ks$ in both pads. Find the estimate. Then explain how a skewed grating profile or unequal detector gains can produce $C$.

**Solution.** The constant adds to the sum and cancels in the difference:

$$A_++A_-=2C+2K\,OV,\qquad A_+-A_-=2Kd.$$

Therefore

$$X=OV+\frac CK. \tag{12}$$

The error does not depend on $d$, so a larger bias does not reduce it. The two readings cannot separate $OV$ from $C/K$, because the same readings would follow from $C=0$ and a different overlay. Further information is needed.

As an example of a skewed profile, add $2\epsilon\sin(2Gx)$ to the strength of the bottom grating. This term is odd in $x$ and breaks the mirror symmetry. Since

$$2\epsilon\sin(2Gx)=-i\epsilon\left(e^{2iGx}-e^{-2iGx}\right),$$

it changes the coefficients $b_{\pm2}$ by $\mp i\epsilon$ and leaves the first coefficient $B$ alone. The two-wave amplitudes contain only first coefficients, so in that approximation there is no offset. For this thin-sheet skew the offset must come from repeated scattering. This is a feature of the sheet model: in a real line of finite height with unequal sidewalls the profile moves sideways with depth, and orders $+1$ and $-1$ can then differ already in single scattering.

One such path shows the mechanism. Light is diffracted by the bottom grating into order $\mp1$ and then transferred by $b_{\pm2}$ into order $\pm1$. Each scattering brings a factor $ig$, where $g=k_0^2/(2k_{z1})$. The extra amplitude is

$$\Delta U_{\pm1}=ig\,(\mp i\epsilon)\,(igB)\,e^{i\delta}=\pm\,ig\,(g\epsilon)\,Be^{i\delta}.$$

This path replaces $B$ by $B(1+g\epsilon)$ in order $+1$ and by $B(1-g\epsilon)$ in order $-1$. The orders then generally differ even at $s=0$. For the example with $\epsilon=1$ nm this path alone gives $C/K\simeq-0.84$ nm, about 40% of the full offset quoted next. The rest comes from other repeated-scattering paths.

For $\epsilon=1$ nm, the multiple-scattering solution gives $C/K=-2.03$ nm. Equation (12) predicts an estimate of $5-2.03=2.97$ nm, and the calculated estimate is 2.93 nm. The remaining difference comes from the nonlinearity of the response. The offset is far larger than the curvature error of $-0.053$ nm in the symmetric case.

Unequal detector gains act in a similar way. If the two orders are recorded with gains $1+\gamma$ and $1-\gamma$, the measured asymmetry is

$$(1+\gamma)\eta_{+1}-(1-\gamma)\eta_{-1}=A+\gamma(\eta_{+1}+\eta_{-1}).$$

For symmetric gratings the last sum is even in $s$, because the mirror operation exchanges its two terms. At small shifts it is nearly constant and acts as an offset.

### (h) Why must the illumination be balanced?

Let the incident beam be tilted by a small angle $\theta$ in the $xz$ plane, so that its horizontal wavenumber is $k_x=nk_0\sin\theta$. Find the offset to first order in $k_x$ for weak symmetric sheets, and a way to remove it.

**Solution.** Orders $\pm1$ now have horizontal wavenumbers $k_x\pm G$. To first order in $k_x$,

$$k_{z,\pm1}=\sqrt{n^2k_0^2-(k_x\pm G)^2}\simeq k_{z1}\mp\frac{Gk_x}{k_{z1}}.$$

The change in $k_{z0}$ is of second order. The phase $\delta$ thus changes by $\mp Gk_xh/k_{z1}$, and the interference terms become

$$2TB\cos\!\left[\delta\pm G\left(s-\frac{k_xh}{k_{z1}}\right)\right].$$

This is a parallax: for $\theta>0$ the tilted light lowers the apparent value of $s$ by $k_xh/k_{z1}$, and for $\theta<0$ it raises it.

There is a second effect. The efficiency is proportional to $k_{z,\pm1}$ times the square of an amplitude proportional to $1/k_{z,\pm1}$, hence to

$$\frac1{k_{z,\pm1}}\simeq\frac1{k_{z1}}\left(1\pm\frac{Gk_x}{k_{z1}^2}\right).$$

At $s=0$ this adds to the asymmetry

$$\frac{k_0^4}{4k_{z0}k_{z1}}\,\frac{2Gk_x}{k_{z1}^2}\left(T^2+B^2+2TB\cos\delta\right).$$

Dividing by $K=-Gk_0^4TB\sin\delta/(k_{z0}k_{z1})$ and adding the parallax gives

$$\frac CK=-k_x\left[\frac h{k_{z1}}+\frac{T^2+B^2+2TB\cos\delta}{2k_{z1}^2TB\sin\delta}\right]. \tag{13}$$

For $\theta=0.1^\circ$, $k_x=2.74\times10^{-5}$ nm$^{-1}$. The two terms are $-1.06$ nm and $-0.18$ nm, in total $-1.24$ nm. The multiple-scattering offset is also $-1.24$ nm. This agreement is closer than that of the slopes in (e), so it should not be taken as the general accuracy of the two-wave model. With this tilt, the estimate falls to 3.71 nm.

The mirror operation supplies the remedy. It reverses both the shift and the tilt, so for symmetric gratings

$$A(-s,-\theta)=-A(s,\theta).$$

Let $\bar A(s)=[A(s,\theta)+A(s,-\theta)]/2$. Then

$$\bar A(-s)=\frac{-A(s,-\theta)-A(s,\theta)}2=-\bar A(s).$$

Equal illumination from opposite tilts restores the odd response. In the example, this average gives 4.947 nm again. It does not remove an offset due to a skewed grating, because the mirror argument then no longer applies.

### (i) What if the two pads have different slopes?

Let the slopes be $K_+$ and $K_-$, with no offset. Find the estimate in terms of the relative slope difference

$$\kappa=\frac{K_+-K_-}{K_++K_-}.$$

**Solution.** Let $\bar K=(K_++K_-)/2$, assumed nonzero. Then $K_\pm=\bar K(1\pm\kappa)$, and

$$A_++A_-=\bar K\left[(1+\kappa)(OV+d)+(1-\kappa)(OV-d)\right]=2\bar K(OV+\kappa d),$$

$$A_+-A_-=\bar K\left[(1+\kappa)(OV+d)-(1-\kappa)(OV-d)\right]=2\bar K(d+\kappa OV).$$

Hence, when $d+\kappa OV\neq0$,

$$X=d\,\frac{OV+\kappa d}{d+\kappa OV},\qquad X-OV=\frac{\kappa(d^2-OV^2)}{d+\kappa OV}. \tag{14}$$

At zero overlay the estimate is $\kappa d$. This error, unlike an offset, grows with the bias.

Suppose that the minus pad has a spacer of 505 nm instead of 500 nm. The multiple-scattering slopes give $\kappa=0.0276$. The linear law predicts an error of

$$\frac{0.0276\times(20^2-5^2)}{20+0.0276\times5}\ \mathrm{nm}=0.51\ \mathrm{nm},$$

and thus an estimate of 5.51 nm. The calculated estimate is 5.46 nm, the remaining difference again being due to nonlinearity. A thickness difference of 1% between the pads, relative to the 500 nm spacer, therefore shifts the result by about half a nanometre here.

The two-wave law, with $K$ proportional to $\sin\delta$, would give only $\kappa\simeq0.017$. The difference comes from the repeated scattering that this law omits.

### (j) How does detector noise enter?

Let $A_+$ and $A_-$ carry independent random errors of zero mean and standard deviation $\sigma_A$. Find the standard deviation of the overlay estimate to first order in the noise.

**Solution.** Let $S=A_++A_-$ and $D=A_+-A_-$, so $X=dS/D$. For small errors $a_+$ and $a_-$, the changes are $\Delta S=a_++a_-$ and $\Delta D=a_+-a_-$. Then

$$\Delta X=d\,\frac{D\,\Delta S-S\,\Delta D}{D^2}=d\,\frac{a_+(D-S)+a_-(D+S)}{D^2}.$$

Since $D-S=-2A_-$ and $D+S=2A_+$,

$$\Delta X=\frac{2d}{D^2}\left(-A_-a_++A_+a_-\right).$$

The errors are independent, so their variances add:

$$\sigma_{OV}^2=\frac{4d^2\sigma_A^2}{D^4}\left(A_+^2+A_-^2\right).$$

For the linear response, $A_+^2+A_-^2=2K^2(OV^2+d^2)$ and $D=2Kd$. Substitution gives

$$\sigma_{OV}=\frac{\sigma_A}{\sqrt2\,|K|}\sqrt{1+\frac{OV^2}{d^2}}. \tag{15}$$

For $\sigma_A=10^{-6}$,

$$\sigma_{OV}=\frac{10^{-6}}{\sqrt2\times3.956\times10^{-5}}\sqrt{1+\frac{5^2}{20^2}}\ \mathrm{nm}=0.018\ \mathrm{nm}.$$

Random sampling gives 0.019 nm when rounded in the same way; the unrounded values differ by 0.5%, as the numerical output shows.

A larger bias reduces the noise appreciably only when $|OV|$ is comparable with $d$ or larger. At zero overlay, (15) does not depend on $d$. The bias must still be large enough that $2|K|d\gg\sigma_A$, because the derivation assumes that noise barely changes the denominator $D$. When $K$ approaches zero this condition fails, and the ratio ceases to be a useful measure of overlay.

The choice of bias is therefore a compromise. A larger $d$ protects the denominator from noise, but at small overlay it increases the errors from curvature and from unequal pads. It has no effect on the offset $C/K$ in the linear law. For symmetric gratings, the part of this error caused by tilted illumination can be removed by the averaging in (h).

## Computed values

```
wavelength = 600 nm; pitch = 700 nm
medium index = 1.5; spacer = 500 nm
top, bottom strength = 20, 40 nm
top, bottom duty cycle = 0.5, 0.4
bias = 20 nm; true overlay = 5 nm
G = 0.008976 nm^-1; k0 = 0.010472 nm^-1
kz_0, kz_1 = 0.015708, 0.012891 nm^-1
first coefficients T, B = 6.3662, 12.1092 nm
spacer phase delta = 14.2994 rad; sin(delta) = 0.9869
energy balance error = 0.0e+00
relative K change, 17 to 33 orders = 9.2e-05
two-wave K = -4.05561e-05 nm^-1
multiple-scattering K = -3.95595e-05 nm^-1
zero-slope spacer in weak limit = 439.40 nm
pad plus: shift = 25 nm; efficiencies +1, -1 = 1.681341e-03, 2.661614e-03
pad minus: shift = -15 nm; efficiencies +1, -1 = 2.456664e-03, 1.865156e-03
A_plus = -9.802726e-04; A_minus = 5.915078e-04
sum = -3.887649e-04; difference = -1.571780e-03
linear overlay estimate = 4.9468 nm
linear error = -0.0532 nm; cubic prediction = -0.0531 nm
sine-corrected estimate = 4.9973 nm
second/first harmonic = 0.00885
K3/K = -1.4148e-05 nm^-2
true 1 nm: linear = 0.9887 nm; sine = 0.9994 nm
true 10 nm: linear = 9.9147 nm; sine = 9.9957 nm
true 20 nm: linear = 20.0000 nm; sine = 20.0000 nm
true 40 nm: linear = 41.4357 nm; sine = 40.0652 nm
skew coefficient = 1.0 nm; tilt = 0.1 degree
profile skew: C/K = -2.0338 nm; estimate = 2.9293 nm
illumination tilt: C/K = -1.2406 nm; estimate = 3.7139 nm
average of opposite tilts: estimate = 4.9468 nm
minus-pad spacer = 505 nm; kappa = 0.02762
unequal pads: estimate = 5.4620 nm; linear-law prediction = 5.5144 nm
noise in each asymmetry = 1.0e-06
overlay noise: formula = 0.01842 nm; sampled = 0.01851 nm
```
